# Capacitance of concentric square conductors and the share of each corner

**Question**

I have a long conductor of square cross-section, side $s$, centred inside a square tube whose opening has side $2s$. The sides are parallel, and the gap is filled with a uniform dielectric of permittivity $\varepsilon$. I want the capacitance per length.

The gap is $g=s/2$ on every side, so treating the faces as four parallel-plate capacitors gives $4\varepsilon s/g=8\varepsilon$. This ignores the corners, and I don't see how to include them. A conformal map looks right, but I get stuck on an unknown parameter that seems to need a numerical search.

Can the capacitance be found in closed form? How much of it belongs to each corner, and can I reuse that corner number for other sizes? My reason for asking is a shielded copper line with a 40 nm core and a 20 nm low-k gap, so I'd also like to know what the ideal model misses there.

**Answer**

The unknown parameter can be found by hand, because for side ratio one half the gap can be cut into half-squares. I take perfect conductors, no free charge in the dielectric, and a line long enough for its ends not to matter.

### Reduce the problem to one trapezoid

Let the core be at potential $V$ and the tube at zero. The potential $\varphi$ obeys $\nabla^2\varphi=0$ in the gap, and $C=Q/V$, where $Q$ is the charge per length on the core.

Reflection in a mid-line or a diagonal of the squares leaves the conductors and their potentials unchanged. The solution is unique, so it has the same symmetry, and no field crosses these lines. They cut the gap into eight equivalent trapezoids, each carrying $Q/8$. With lengths in units of $g$, one has the vertices

$$N=(1,0),\quad M=(2,0),\quad O=(2,-2),\quad I=(1,-1).$$

The edge $NI$ lies on the core and $OM$ on the tube. The edges $MN$ and $OI$ carry no normal field. The interior angles are $\pi/2$ at $N$ and $M$, $\pi/4$ at $O$ and $3\pi/4$ at $I$.

A conformal map keeps a harmonic function harmonic. It also keeps the flux $\int(\partial\varphi/\partial n)\,dl$, since the gradient shrinks by the factor by which lengths grow. If the trapezoid is mapped to a rectangle with electrodes of length $\ell$ at separation $d$, the field there is uniform, and

$$C=8C_{\rm trap}=8\varepsilon\,\frac{\ell}{d}.$$

### Map the half-plane to the trapezoid

Take the upper half of the complex $t$-plane and send $t=0,p,q,\infty$ to $O,M,N,I$. In a Schwarz–Christoffel map, a vertex of interior angle $\alpha$ at $t_j$ contributes the factor $(t-t_j)^{\alpha/\pi-1}$ to $dz/dt$; its phase jump turns the boundary by $\pi-\alpha$, as the vertex requires. Hence

$$\frac{dz}{dt}\propto t^{-3/4}(t-p)^{-1/2}(t-q)^{-1/2}.$$

At large $t$ this behaves as $t^{-7/4}$, so $z-z_I\propto t^{-3/4}$, which is the required angle $3\pi/4$ at $I$. The scale of $t$ is free, and I set $p=3$. The remaining unknown is $q$, which fixes the side ratio.

Now cut the trapezoid from $I$ to $M$ and from $I$ to $P=(2,-1)$. This gives three half-squares, $NMI$, $MPI$ and $POI$, each the mirror image of the one before across their common edge. Let $X$ map the first triangle to a half-plane with $M\to0$, $N\to1$, $I\to\infty$. Continued by reflection, $X$ is $0$ at $O$ (the image of $M$) and $1$ at $P$ (the image of $N$).

Seen as a function of $t$, $X$ sends the three triangles to half-planes, alternately upper and lower. It is real on the real axis, so reflection extends it to the whole $t$-plane, with no pole at finite $t$. At infinity $X$ has a triple pole, the point $I$, where three triangles meet, a double zero at $M$, where two meet, and a simple zero at $O$. It is therefore a cubic, $X=a\,t(t-3)^2$. Its derivative is $3a(t-1)(t-3)$, so the turning point that corresponds to $P$ is $t=1$. Setting $X(1)=4a=1$ gives

$$X=\frac{t(t-3)^2}{4},\qquad X-1=\frac{t^3-6t^2+9t-4}{4}=\frac{(t-1)^2(t-4)}{4}.$$

The other point with $X=1$ is $N$, so $q=4$.

### Confirm the side lengths

The cutting argument can be checked by computing the edges. On the real axis,

$$|X'|=\tfrac34|t-1||t-3|,\qquad |X|^{3/4}=\frac{|t|^{3/4}|t-3|^{3/2}}{4^{3/4}},\qquad |X-1|^{1/2}=\frac{|t-1||t-4|^{1/2}}{2}.$$

Dividing the first by the product of the other two cancels $|t-1|$ and leaves the constant $\frac34\cdot4^{3/4}\cdot2=3\sqrt2$:

$$\frac{|dX|}{|X|^{3/4}|X-1|^{1/2}}=3\sqrt2\,\frac{|dt|}{|t|^{3/4}|t-3|^{1/2}|t-4|^{1/2}}.$$

The right side is $3\sqrt2$ times the length element $|dz|$, if the map has unit prefactor. Define

$$L=\frac1{3\sqrt2}\int_0^1\frac{dX}{X^{3/4}(1-X)^{1/2}}=\frac{B(\frac14,\frac12)}{3\sqrt2}=1.23605,$$

where $B$ is the beta function. The three edges follow:

- $OM$, $0<t<3$: $X$ rises from 0 to 1 and falls back to 0, so the length is $2L$.
- $MN$, $3<t<4$: $X$ rises from 0 to 1, so the length is $L$.
- $NI$, $t>4$: $X$ runs from 1 to $\infty$. With $X=1/Y$, the integrand becomes $Y^{3/4}\,Y^{1/2}(1-Y)^{-1/2}\,Y^{-2}dY=Y^{-3/4}(1-Y)^{-1/2}dY$ on $0<Y<1$, so the length is again $L$.

The ratios are $2:1:1$, as required. Together with the angles they fix the trapezoid up to its size. Direct quadrature of $|dz/dt|$ gives 2.472100, 1.236050 and 1.236050.

### Map the same half-plane to a rectangle

A rectangle has four right angles, so

$$\frac{dW}{dt}\propto[t(t-3)(t-4)]^{-1/2}.$$

The electrode $OM$ has length $\ell=\int_0^3dt/\sqrt{t(3-t)(4-t)}$. Put $t=3\sin^2\theta$. Then $dt=6\sin\theta\cos\theta\,d\theta$ and $\sqrt{t(3-t)}=3\sin\theta\cos\theta$, so

$$\ell=\int_0^{\pi/2}\frac{2\,d\theta}{\sqrt{4-3\sin^2\theta}}=\int_0^{\pi/2}\frac{d\theta}{\sqrt{1-\frac34\sin^2\theta}}=K\!\left(\tfrac{\sqrt3}{2}\right).$$

Here $K(k)=\int_0^{\pi/2}d\theta/\sqrt{1-k^2\sin^2\theta}$ is the complete elliptic integral with modulus $k$. For the separation, $d=\int_3^4dt/\sqrt{t(t-3)(4-t)}$, put $t=4-\sin^2\theta$. Then $|dt|=2\sin\theta\cos\theta\,d\theta$ and $\sqrt{(t-3)(4-t)}=\sin\theta\cos\theta$, so

$$d=\int_0^{\pi/2}\frac{2\,d\theta}{\sqrt{4-\sin^2\theta}}=K\!\left(\tfrac12\right).$$

The capacitance per length is therefore

$$\boxed{C=8\varepsilon\,\frac{K(\sqrt3/2)}{K(1/2)}=8\varepsilon\,\frac{2.156516}{1.685750}=10.234\,\varepsilon.}$$

A finite-element solution of Laplace's equation gives an independent comparison. A trial potential with the right boundary values has at least the energy of the true one, so it bounds $C$ from above. Exchanging electrodes and insulated edges inverts $\ell/d$, so the same method applied to the exchanged problem bounds $C$ from below. With 80 cells across the gap, the bounds are $10.2302<C/\varepsilon<10.2380$.

### What belongs to a corner

"Corner contribution" needs a definition, because the field does not divide itself into face and corner parts. I assign to each core face the ideal-plate value $\varepsilon s/g$ and share the remainder equally:

$$\frac{C-8\varepsilon}{4}=\frac{10.234093-8}{4}\,\varepsilon=0.5585\,\varepsilon.$$

All of this remainder sits on the core faces, as charge beyond the uniform plate density, and it is densest near the edges.

To see whether the number can be reused, find its value for a single corner with infinitely long arms and gap $g$. As the arms grow, $p$ and $q$ merge; put both at 1. On $0<t<1$, with $t=\sigma^4$ and $dt=4\sigma^3d\sigma$,

$$|dz|=\frac{t^{-3/4}dt}{1-t}=\frac{4\,d\sigma}{1-\sigma^4}=2\left[\frac1{1-\sigma^2}+\frac1{1+\sigma^2}\right]d\sigma,$$

$$|dW|=\frac{t^{-1/2}dt}{1-t}=\frac{4\sigma\,d\sigma}{1-\sigma^4}=\frac{2\,d(\sigma^2)}{1-(\sigma^2)^2}.$$

Integrating from the outer corner gives

$$z=2\,\mathrm{artanh}\,\sigma+2\arctan\sigma,\qquad W=2\,\mathrm{artanh}\,\sigma^2.$$

Near $t=1$ both derivatives have magnitude $1/|1-t|$. A small half-circle around that point leads from one electrode to the other and changes $z$ and $W$ by $\pi$ in magnitude. Both gaps are therefore $\pi$.

Far along the arm, let $\delta=1-\sigma\to0$. Since $2\,\mathrm{artanh}\,u=\ln[(1+u)/(1-u)]$,

$$z\to\ln\frac2\delta+\frac\pi2,\qquad W\to\ln\frac{2}{2\delta}=\ln\frac1\delta,\qquad\text{so}\quad W=z-\ln2-\frac\pi2.$$

The flux on one arm, divided by $\varepsilon V$, is $W/\pi$. If $x$ is the distance from the inner corner along the core, the outer edge is longer by one gap, so $z/\pi=x/g+1$ and

$$\frac W\pi=\frac xg+\frac12-\frac{\ln2}{\pi}.$$

The first term is the ideal plate. A corner has two arms, so its excess is

$$\boxed{\frac{C_{\rm corner}}{\varepsilon}=1-\frac{2}{\pi}\ln2=0.5587.}$$

The value 0.5585 for your geometry is slightly lower because its corners are a finite distance apart. Between plates at fixed potentials, a disturbance is a sum of terms $\sin(n\pi y/g)\,e^{-n\pi x/g}$, with $y$ measured across the gap. The slowest falls as $e^{-\pi x/g}$, which suggests a correction proportional to $e^{-\pi s/g}$. Evaluating the two maps for other ratios gives:

| $s/g$ | Corner share$/\varepsilon$ |
|---|---|
| 1.0965 | 0.55517 |
| 2.00 | 0.55852 |
| 3.10 | 0.55872 |

Between the last two rows, the difference from the isolated value falls at a rate of 3.142 per unit of $s/g$, in agreement with $\pi$.

For equal gaps and a core side of at least about one gap, you can therefore use

$$C\approx\varepsilon\left(\frac{4s}{g}+2.235\right).$$

At $s/g=2$ this is high by about 0.01% of $C$, and at $s/g=1.10$ by about 0.2%. It fails for a thin core. As $s\to0$ at fixed $g$, it tends to $2.235\,\varepsilon$, but the true capacitance vanishes. To see this, enlarge the core to its circumscribed circle, of radius $s/\sqrt2$, and shrink the tube to its inscribed circle, of radius $g+s/2$. Both changes can only raise $C$, so

$$C\le\frac{2\pi\varepsilon}{\ln[(g+s/2)\sqrt2/s]}\to0.$$

### Where the field is strong

Dividing the maps gives $|dW/dz|=|t|^{1/4}$. The field in the rectangle is $V/K(\frac12)$, and the physical gap $g$ corresponds to $L$, so on the conductors

$$\frac{E}{V/g}=\frac{L}{K(\frac12)}\,|t|^{1/4}=0.7332\,|t|^{1/4}.$$

At the middle of a core face, $t=4$ gives 1.037. Opposite it on the tube, $t=3$ gives 0.965. The plate field is thus good to about 4% there, even though the plate capacitance is much too low.

Near the inner corner $t\to\infty$, and the distance from it is

$$\frac rg=\frac1L\int_t^\infty t'^{-7/4}dt'=\frac{4}{3L}\,t^{-3/4}.$$

Solving for $t^{1/4}$ gives

$$\frac{E}{V/g}\approx0.752\left(\frac gr\right)^{1/3}.$$

The field at a perfectly sharp edge is unbounded, but the charge near it is finite because $\int r^{-1/3}dr$ converges at $r=0$. In the recessed corner of the tube, $t\to0$ and the field vanishes.

### Your 40 nm line

Take a relative permittivity of 2.7 and a bias of 0.7 V. Then

$$C=2.7\times(8.854\times10^{-12}\ \mathrm{F/m})\times10.234=2.45\times10^{-10}\ \mathrm{F/m}=245\ \mathrm{aF/\mu m}.$$

In other units this is 245 pF/m. The faces supply 191 aF/µm and each corner 13.4 aF/µm. Leaving out the corners makes the estimate 21.8% too low, relative to the full $C$.

These are round values in the rough range of advanced copper interconnects with organosilicate low-k dielectrics. The closed square shield is the least realistic part. An ordinary line has separate neighbours beside, above and below it, often at unequal distances and with several dielectrics, so neither 10.234 nor the corner number carries over directly. If you do build the shielded geometry, these departures matter. Each is taken alone, with everything else fixed, and percentages are relative to the ideal $C$:

- **Damaged dielectric.** A 2 nm layer around the core with relative permittivity 4.0, a rough value for processing damage, raises $C$ by 4.7%. If the same layer also lines the tube, the rise is about 7.6%.
- **Rounded core corners.** Cutting a 2 nm square notch from each corner lowers $C$ by 2.0%. A corner rounded to a 2 nm radius contains the notched shape and lies inside the sharp one, so its reduction is no larger than the notch's; solving for the rounded shape itself gives about 0.9%.
- **Field penetration into copper.** For a rough electron density of $8.5\times10^{28}\ \mathrm{m^{-3}}$, the Thomas–Fermi screening length is $\lambda=0.055$ nm. If the electrons stopped sharply at the metal's edge, each surface would act as a series capacitance $\varepsilon_0/\lambda$ per area, equivalent to $2.7\lambda$ of extra dielectric. For flat plates, two such surfaces would lower $C$ by about $2\times2.7\times0.055/20=1.5\%$. Real electrons spill out past the edge, which moves the induced charge outwards and can turn the reduction into an increase. Take 1.5% as a rough scale for the effect; this estimate does not settle its sign.
- **Size error or conducting liner.** A core thicker by 1 nm on every side has $s=42$ nm and $g=19$ nm. The formula $4s/g+2.235$ then gives 11.08, a rise of 8.2%. Uncertainty in the dimensions, including any conducting barrier layer on the copper, can therefore outweigh every other item here.
- **Misalignment.** Moving the core 2 nm towards one side raises $C$ by 0.5%. By symmetry, the change does not depend on the sign of the shift, so it begins at second order.

The mean field is $0.7\ \mathrm V/20\ \mathrm{nm}=0.35$ MV/cm. On the core face, 2 nm from a sharp corner, the field is 0.58 MV/cm, about 12% of a rough breakdown strength of 5 MV/cm. That point is not the maximum: on an edge rounded to a 2 nm radius the peak is about 1.0 MV/cm, or 20% of that strength, and the comparison says nothing about slow degradation under bias.

Direct tunnelling is negligible. For a rough 2 eV barrier, lowered by the full 0.7 eV across the whole gap, and the free-electron mass, the tunnelling factor is about $10^{-101}$. The exponent scales as the square root of the mass, so an effective mass of half the free value gives about $10^{-72}$, which is still negligible. Leakage through defects is a separate process that this estimate does not cover.

The numerical output below lists the values to more digits.

## Numbers as computed

```
K(sqrt(3)/2) = 2.156516
K(1/2) = 1.685750
C_trap/eps, one eighth = 1.279262
C/eps, closed result = 10.234093
corner share / eps = 0.558523
isolated corner / eps = 0.558729
map edge lengths outer, height, inner = 2.472100, 1.236050, 1.236050
finite elements, cells per gap = 80
C/eps lower bound = 10.2302
C/eps upper bound = 10.2380
C/eps extrapolated = 10.2341
core side/gap = 1.0965: corner share/eps = 0.5551699
core side/gap = 2.0000: corner share/eps = 0.5585231
core side/gap = 3.0973: corner share/eps = 0.5587223
core side/gap = 4.1349: corner share/eps = 0.5587285
decay rate of corner correction per gap = 3.1423
field at inner mid-face / (V/g) = 1.0369
field at outer mid-face / (V/g) = 0.9650
same two from mesh = 1.0369, 0.9651
sharp-corner coefficient of (g/r)^(1/3) = 0.7520
field 0.1 gap from inner corner / (V/g) = 1.6537
same from mesh = 1.6506
example core side = 40 nm
example shield opening = 80 nm
example gap = 20 nm
example relative permittivity = 2.7
example bias = 0.7 V
vacuum permittivity = 8.85419e-12 F/m
C per length = 244.66 aF/um
C per length = 244.66 pF/m
faces only = 191.25 aF/um
each corner = 13.35 aF/um
error of faces-only estimate = -21.83 %
layer, offset and notch size = 2 nm
damaged-layer relative permittivity (rough) = 4.0
change of C, damaged layer on core = +4.67 %
change of C, core offset along x = +0.47 %
change of C, notched corners (bounds rounding) = -1.99 %
copper electron density (rough) = 8.5e+28 m^-3
Thomas-Fermi length in copper = 0.0553 nm
change of C, field penetration (estimate) = -1.49 %
mean field V/g = 0.350 MV/cm
field 2 nm from sharp corner = 0.579 MV/cm
breakdown field (rough) = 5 MV/cm
corner field / breakdown = 0.116
tunnel barrier (rough) = 2.0 eV
log10 of tunnelling factor, overestimate = -101
```
